# Estimating the knock-on threshold voltage for carbon from relativistic electron recoil: a program that tests the result

```python
"""Knock-on energy transfer from a fast electron to a carbon atom.

Result under test: an electron of kinetic energy E gives an atom of mass M,
initially at rest, at most
    T_max = 2 E (E + 2 m c^2) / (M c^2)      (leading order in W / M c^2),
so a displacement energy T_d needs at least
    E_th = -m c^2 + sqrt((m c^2)^2 + T_d M c^2 / 2).
Symbols: m electron mass, W = E + m c^2, p electron momentum, theta scattering
angle, beta = p c / W, k initial kinetic energy of the atom along the beam.
All energies and all products (momentum times c) are in eV.
The independent road is numerical solution of the conservation laws and
diagonalization of the free Dirac Hamiltonian.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

pc = const.physical_constants
REST_E = pc["electron mass energy equivalent in MeV"][0] * 1e6
REST_M = 12 * pc["atomic mass constant energy equivalent in MeV"][0] * 1e6
HBAR_C = const.hbar * const.c / const.e * 1e10  # eV angstrom


def t_max(energy):
    return 2 * energy * (energy + 2 * REST_E) / REST_M


def threshold(t_d):
    return -REST_E + np.sqrt(REST_E**2 + t_d * REST_M / 2)


def atom_kinetic(momentum_squared):
    # Written without subtraction of large rest energies.
    return momentum_squared / (np.sqrt(REST_M**2 + momentum_squared) + REST_M)


def recoil_numeric(energy, theta, k=0.0):
    """Final atom energy from exact energy and momentum conservation."""
    total = energy + REST_E
    p_in = np.sqrt(total**2 - REST_E**2)
    atom_p = np.sqrt(k * (k + 2 * REST_M))

    def atom_energy(p_out):
        along = atom_p + p_in - p_out * np.cos(theta)
        across = p_out * np.sin(theta)
        return atom_kinetic(along**2 + across**2)

    def imbalance(p_out):
        return total - np.hypot(p_out, REST_E) + k - atom_energy(p_out)

    return atom_energy(brentq(imbalance, 0.0, p_in))


def dirac_states(p_vector):
    """Positive energies and spinors of alpha.p c + beta m c^2."""
    sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
    sp = np.einsum("i,ijk->jk", p_vector, sigma)
    one = REST_E * np.eye(2)
    values, vectors = np.linalg.eigh(np.block([[one, sp], [sp, -one]]))
    return values[2:], vectors[:, 2:]


E = 80e3
T_D = 22.0
K = 0.05
p = np.sqrt(E * (E + 2 * REST_E))
beta = p / (E + REST_E)

# Rest energy of the electron equals c^2 in atomic units.
c2_hartree = 1 / const.alpha**2
assert np.isclose(c2_hartree * pc["Hartree energy in eV"][0], REST_E, rtol=1e-7)

# Dispersion relation and spin-averaged spinor overlap.
levels, incoming = dirac_states(np.array([0, 0, p]))
assert np.allclose(levels - REST_E, E, rtol=1e-9)
for angle in (0.4, 1.3, 2.2, np.pi):
    direction = np.array([np.sin(angle), 0, np.cos(angle)])
    _, outgoing = dirac_states(p * direction)
    overlap = 0.5 * np.sum(abs(outgoing.conj().T @ incoming) ** 2)
    assert np.isclose(overlap, 1 - beta**2 * np.sin(angle / 2) ** 2, rtol=1e-9)
back_factor = overlap  # last angle is 180 degrees

# Angular law and position of the maximum; neglected terms are of order 1e-4.
angles = np.linspace(0.3, np.pi, 30)
recoils = np.array([recoil_numeric(E, a) for a in angles])
assert np.all(np.diff(recoils) > 0)
assert np.allclose(recoils, t_max(E) * np.sin(angles / 2) ** 2, rtol=3e-4)

# Exact closed form for backscattering and size of the neglected term.
t_exact = recoils[-1]
closed = 2 * REST_M * p**2 / ((REST_M + REST_E) ** 2 + 2 * REST_M * E)
assert np.isclose(t_exact, closed, rtol=1e-8)
rel_error = t_max(E) / t_exact - 1
assert np.isclose(rel_error, 2 * (E + REST_E) / REST_M, rtol=1e-3)

# Threshold from the conservation laws; same neglected terms.
e_th = threshold(T_D)
e_th_exact = brentq(lambda e: recoil_numeric(e, np.pi) - T_D, 5e4, 3e5)
assert np.isclose(e_th, e_th_exact, rtol=3e-4)
slope = REST_M / (4 * (e_th + REST_E))
e_plus, e_minus = [
    brentq(lambda e: recoil_numeric(e, np.pi) - t, 5e4, 3e5)
    for t in (T_D + 0.1, T_D - 0.1)
]
assert np.isclose((e_plus - e_minus) / 0.2, slope, rtol=1e-3)

# Shortcuts: both must overestimate the threshold.
t_nonrel = 4 * REST_E * E / REST_M
e_nonrel = T_D * REST_M / (4 * REST_E)
e_linear = E * T_D / t_max(E)
assert t_nonrel < t_exact
assert e_nonrel > e_th_exact and e_linear > e_th_exact

# Atom already moving along the beam.
t_moving = (np.sqrt(t_max(E)) + np.sqrt(K)) ** 2
assert np.isclose(recoil_numeric(E, np.pi, K), t_moving, rtol=3e-4)
t_needed = (np.sqrt(T_D) - np.sqrt(K)) ** 2
e_moving = threshold(t_needed)
e_moving_num = brentq(lambda e: recoil_numeric(e, np.pi, K) - T_D, 5e4, 3e5)
assert np.isclose(e_moving, e_moving_num, rtol=3e-4)
k_needed = (np.sqrt(T_D) - np.sqrt(t_max(E))) ** 2
assert np.isclose(recoil_numeric(E, np.pi, k_needed), T_D, rtol=3e-4)

print(f"electron rest energy m c^2            = {REST_E:.1f} eV")
print(f"carbon-12 rest energy M c^2           = {REST_M:.5e} eV")
print(f"electron kinetic energy E             = {E:.0f} eV")
print(f"E + 2 m c^2                           = {E + 2 * REST_E:.1f} eV")
print(f"momentum times c                      = {p:.1f} eV")
print(f"speed over c, beta                    = {beta:.4f}")
print(f"length 1/q at 180 degrees             = {HBAR_C / (2 * p):.5f} angstrom")
print(f"spinor factor at 180 degrees          = {back_factor:.4f}")
print(f"T_max, simple formula                 = {t_max(E):.4f} eV")
print(f"T_max, exact kinematics               = {t_exact:.4f} eV")
print(f"relative error of simple formula      = {rel_error:.2e}")
print(f"T_max, nonrelativistic                = {t_nonrel:.4f} eV")
print(f"assumed displacement energy T_d       = {T_D:.1f} eV")
print(f"T_d M c^2 / 2                         = {T_D * REST_M / 2:.5e} eV^2")
print(f"(m c^2)^2                             = {REST_E**2:.5e} eV^2")
print(f"square root in threshold formula      = {e_th + REST_E:.1f} eV")
print(f"threshold energy, formula             = {e_th:.0f} eV")
print(f"threshold energy, exact kinematics    = {e_th_exact:.0f} eV")
print(f"threshold voltage                     = {e_th / 1e3:.1f} kV")
print(f"slope dE_th/dT_d                      = {slope:.0f} eV per eV")
print(f"threshold energy for T_d = 21 eV      = {threshold(21.0):.0f} eV")
print(f"threshold energy for T_d = 23 eV      = {threshold(23.0):.0f} eV")
print(f"threshold energy, nonrelativistic     = {e_nonrel:.0f} eV")
print(f"threshold energy, linear scaling      = {e_linear:.0f} eV")
print(f"chosen initial atom energy k          = {K:.2f} eV")
print(f"maximum atom energy at E with this k  = {t_moving:.3f} eV")
print(f"T_max needed with this k              = {t_needed:.3f} eV")
print(f"threshold energy with this k          = {e_moving:.0f} eV")
print(f"k needed for displacement at E        = {k_needed:.3f} eV")
print("OK")
```

It prints:

```
electron rest energy m c^2            = 510999.0 eV
carbon-12 rest energy M c^2           = 1.11779e+10 eV
electron kinetic energy E             = 80000 eV
E + 2 m c^2                           = 1101997.9 eV
momentum times c                      = 296917.2 eV
speed over c, beta                    = 0.5024
length 1/q at 180 degrees             = 0.00332 angstrom
spinor factor at 180 degrees          = 0.7476
T_max, simple formula                 = 15.7739 eV
T_max, exact kinematics               = 15.7722 eV
relative error of simple formula      = 1.06e-04
T_max, nonrelativistic                = 14.6288 eV
assumed displacement energy T_d       = 22.0 eV
T_d M c^2 / 2                         = 1.22957e+11 eV^2
(m c^2)^2                             = 2.61120e+11 eV^2
square root in threshold formula      = 619739.6 eV
threshold energy, formula             = 108741 eV
threshold energy, exact kinematics    = 108752 eV
threshold voltage                     = 108.7 kV
slope dE_th/dT_d                      = 4509 eV per eV
threshold energy for T_d = 21 eV      = 104215 eV
threshold energy for T_d = 23 eV      = 113233 eV
threshold energy, nonrelativistic     = 120311 eV
threshold energy, linear scaling      = 111577 eV
chosen initial atom energy k          = 0.05 eV
maximum atom energy at E with this k  = 17.600 eV
T_max needed with this k              = 19.952 eV
threshold energy with this k          = 99438 eV
k needed for displacement at E        = 0.517 eV
OK
```
